Concavity, monotonicity and kinks of the DFT+U ground-state energy in U

A scan of a DFT+U calculation over several values of U yields a list of self-consistent total energies, and for each point one must decide whether to accept it or to restart it from a different occupation matrix. Two neighbouring points can settle part of that question. Let U1 < U2, let E1 and E2 be the computed energies, and let P1 and P2 be the derivatives of the energy with respect to U at fixed density matrix. If both points are global minima of the same functional, then

P2 (U2 − U1) ≤ E2 − E1 ≤ P1 (U2 − U1).

A violation on the right condemns the point at U2, and one on the left condemns the point at U1. These inequalities follow from the fact that the ground-state energy is a minimum of affine functions of U. They hold for the quantity that is actually minimized. With Fermi smearing of the occupations that is the free energy E − TS at a fixed smearing temperature, since the entropy does not depend on U at fixed density matrix; the energy without the entropy term can violate them even at the true minimum.

Let γ be the one-particle density matrix and n^σ its block for spin σ on a chosen set of local orbitals. I take the spherical interaction, with a single parameter U and no separate exchange parameter, and occupations diagonal in spin. With N = Σ_σ Tr n^σ, the mean-field interaction of the shell is its direct term minus its exchange term,

E_int = ½U [N² − Σ_σ Tr (n^σ)²].

The approximate density functional already contains an average interaction. The fully localized prescription removes it as the energy of N(N−1)/2 pairs, ½U N(N−1). Subtraction cancels the N² terms and leaves

E_int − ½U N(N−1) = ½U [N − Σ_σ Tr (n^σ)²] = U P[γ],

P[γ] = ½ Σ_σ Tr [n^σ (1 − n^σ)].

For several sites with the same U, P is the sum over sites. The total functional is

E[γ; U] = E0[γ] + U P[γ],

where E0 is the uncorrected functional. At fixed γ this is a straight line in U, with intercept E0[γ] and slope P[γ], provided that neither E0 nor the local orbitals depend on U.

The slope cannot be negative if the local orbitals on each site are orthonormal. Take a normalized vector v in the local space and the orbital φ_v that it defines. Then φ_v is normalized too, and v†n^σv = ⟨φ_v|γ^σ|φ_v⟩ lies between 0 and 1, because the eigenvalues of γ^σ do. Every eigenvalue ν of n^σ therefore obeys 0 ≤ ν ≤ 1, and

P = ½ Σ ν(1 − ν) ≥ 0.

Each term is at most 1/8, so P is also bounded above by one eighth of the number of local spin orbitals. It vanishes when all ν are 0 or 1: the correction penalizes fractional occupation.

Orthonormality matters here. Suppose that two normalized local orbitals overlap by S = 0.6 and are used as projectors without orthogonalization. Their normalized symmetric combination has amplitude √[(1+S)/2] on each, so all four elements of n equal (1+S)/2 and its eigenvalues are 1+S = 1.6 and 0. One electron in that state gives P = ½ × 1.6 × (1 − 1.6) = −0.48, and the energy of this state falls as U grows.

The ground-state energy is

E(U) = min_γ {E0[γ] + U P[γ]}.

I assume a finite basis, a fixed electron number and a continuous E0. The admissible matrices, whether restricted to determinants (γ² = γ) or allowed to be ensembles (0 ≤ γ ≤ 1), form a closed and bounded set, so the minimum is attained. Write γ_U for a minimizer at U.

For concavity, let U = λU1 + (1−λ)U2 with 0 ≤ λ ≤ 1. Since the energy of the fixed matrix γ_U is affine in U,

E(U) = λ {E0[γ_U] + U1 P[γ_U]} + (1−λ) {E0[γ_U] + U2 P[γ_U]}
 ≥ λ E(U1) + (1−λ) E(U2).

The inequality holds because γ_U is only a trial state at U1 and at U2. The curve thus lies on or above its chords. No convexity of E0 was used.

For monotonicity, let U1 < U2 with minimizers γ1 and γ2, and write P1 = P[γ1], P2 = P[γ2]. Using each minimizer as a trial state for the other problem gives

E(U1) ≤ E0[γ2] + U1 P2 = E(U2) − (U2 − U1) P2,

E(U2) ≤ E0[γ1] + U2 P1 = E(U1) + (U2 − U1) P1.

These are the two inequalities of the opening paragraph. The first, with P2 ≥ 0, gives E(U1) ≤ E(U2). Together they give P2 ≤ P1: a larger U selects a state with no more fractional occupation, as measured by P. The first can also be written E0[γ1] + U1 P1 ≤ E0[γ2] + U1 P2, so for U1 ≥ 0

E0[γ2] − E0[γ1] ≥ U1 (P1 − P2) ≥ 0.

The reduction of the penalty is paid for by the uncorrected functional.

The same trial-state argument fixes the slopes. At a given U there may be several minimizers; let P_min and P_max be the smallest and largest P among them. For h > 0, the minimizer with P_min is a trial state at U+h, and γ_{U+h} is a trial state at U. Hence

P[γ_{U+h}] ≤ [E(U+h) − E(U)]/h ≤ P_min.

Now let h tend to zero. Since the admissible set is closed and bounded, any sequence of such h has a subsequence along which γ_{U+h} converges to some admissible γ*. The quotient above is bounded, so E(U+h) → E(U). By continuity γ* has energy E(U) at U and is itself a minimizer, whence P[γ*] ≥ P_min. The left-hand side therefore tends to a number not below P_min while staying at or below P_min, and the quotient is squeezed:

E'(U+) = P_min.

On the other side, the same two substitutions give

P_max ≤ [E(U) − E(U−h)]/h ≤ P[γ_{U−h}],

and the limit of the right-hand side is the P of a minimizer at U, which cannot exceed P_max. So

E'(U−) = P_max, E'(U−) − E'(U+) = P_max − P_min.

A kink occurs where global minimizers with different P coexist, and nowhere else. A crossing of two occupation branches produces one if both are global minima there and their penalties differ. Because P of the ground state never rises with U and stays within fixed bounds, the slope drops at all kinks together cannot exceed the upper bound on P.

The limit of large U follows too. Suppose that admissible states with P = 0 exist, and let E_0∞ be the lowest E0 among them. Such a state is a trial state at every U, so E(U) ≤ E_0∞. With E0_min the absolute minimum of E0, this gives U P[γ_U] ≤ E_0∞ − E0_min, and P[γ_U] → 0. Any limit point of γ_U then has P = 0 and hence E0 ≥ E_0∞, while E(U) ≥ E0[γ_U] for U > 0. The energy therefore tends to E_0∞ from below. It may reach this value at a finite U and stay there, or approach it only asymptotically; both cases appear in the models below.

Along one smooth branch of stationary states the slope is again P. Let y be independent coordinates for γ, g the gradient of P with respect to y, and H the matrix of second derivatives of E0 + UP, assumed invertible. The first-order change of y does not alter the energy, so dE/dU = P. Differentiating the stationarity condition with respect to U gives H dy/dU + g = 0, and therefore

d²E/dU² = dP/dU = g·dy/dU = −g·H⁻¹g.

At a local minimum H is positive and the branch is concave. At a saddle H has eigenvalues of both signs, and the branch may be convex. Concavity is thus a property of minima, not of self-consistency.

A model with one spin-polarized electron shows all of this. It has two local orbitals a and b and a ligand orbital L, with real amplitudes x_a, x_b, x_L, and the admissible states are normalized single orbitals. Only a and L hybridize, with matrix element −t. The base functional includes a spurious self-repulsion ½Kq², where q = x_a² + x_b² is the local charge. I choose t = 1, K = 2, ε_a = −0.6, ε_b = −1.6 and ε_L = 0, all in eV. The matrix n has eigenvalues q and 0, so P = ½q(1−q), and

E = ε_a x_a² + ε_b x_b² − 2t x_a x_L + ½Kq² + ½U q(1−q).

The last two terms equal ½Kq + ½W q(1−q) with W = U − K. The self-repulsion therefore offsets the penalty, and its curvature is cancelled at U = K.

Put x_a = c√q, x_b = √[q(1−c²)] and x_L = √(1−q), with 0 ≤ c ≤ 1; this choice of signs makes the hybridization energy negative. With D = ε_a − ε_b = 1 eV,

E = (ε_b + ½K) q + D q c² − 2t c √[q(1−q)] + ½W q(1−q).

At fixed q this is a parabola in c with its lowest point at c = (t/D)√[(1−q)/q]. For the chosen t = D, that point is allowed when q ≥ ½. For q < ½ the best choice is c = 1, which leaves b empty. This gives branch A, the bonding mixture of a and L, as the minimum over q of

F(q) = (ε_a + ½K) q − 2t √[q(1−q)] + ½W q(1−q).

Its second derivative is

F'' = t / {2[q(1−q)]^{3/2}} − W ≥ 4t − W,

since q(1−q) ≤ ¼. For U < 6 eV, F is therefore convex. Its slope tends to −∞ at q = 0 and equals ε_a + ½K = 0.4 eV at q = ½, so it has one minimum in between.

For q ≥ ½, inserting the best c turns the two terms containing c into −(t²/D)(1−q), and the energy becomes

G(q) = −t²/D + s q + ½W q(1−q), s = t²/D + ε_b + ½K = 0.4 eV.

If W ≤ 0, G rises with q and is lowest at q = ½, where it joins F. If W > 0, G is concave and is lowest at one of its ends, q = ½ or q = 1. The end q = 1 is branch B, with the electron wholly in b, P = 0 and

E_B = ε_b + ½K = −0.6 eV.

For U < 6 eV the ground-state energy is consequently the smaller of E_A and E_B.

At U = 2 eV, where W = 0, branch A is the lower eigenvalue of a two-by-two matrix with diagonal elements 0.4 and 0 and off-diagonal element −1, so E_A = 0.2 − √(0.04 + 1) = −0.820 eV. At other U the state was found by repeated diagonalization of the mean-field Hamiltonian with damped updates of the density matrix. The results, with energies in eV, are:

U = 0: q_A = 0.434, P_A = 0.123, E_A = −1.063
U = 2: q_A = 0.402, P_A = 0.120, E_A = −0.820
U = 3: q_A = 0.372, P_A = 0.117, E_A = −0.701
U = 4: q_A = 0.324, P_A = 0.110, E_A = −0.587
U = 5: q_A = 0.2515, P_A = 0.094, E_A = −0.485

The penalty pushes q_A away from ½, towards zero, and the slope P_A decreases. The second derivative can be read off at U = 3 eV. There (1−2q)/2 = 0.1275 is the derivative of P with respect to q, and F'' = 3.42 eV, so d²E_A/dU² = −(0.1275)²/3.42 = −0.00475 eV⁻¹. The curve is close to straight because q is still not far from ½, where P is stationary.

Theory also brackets the energy at U = 3 eV from its neighbours. The tangent at U = 0 gives the upper bound −1.0633 + 3 × 0.1228 = −0.695 eV. The chord between the ground states at 2 and 4 eV gives the lower bound ½(−0.820 − 0.600) = −0.710 eV. The computed −0.701 eV lies between them.

A numerical root search places the crossing E_A = E_B at U = 3.89 eV, or 0.143 hartree. There q_A = 0.331, and

E_A = 0.132 − 0.941 + 0.209 = −0.600 eV,

the terms being those of F in order. The slope on the left is P_A = ½ × 0.331 × 0.669 = 0.111, and on the right it is zero. Finite differences of the ground-state energy over 0.001 eV give the same two slopes. At this kink the local charge jumps from 0.331 to 1 while the energy stays continuous. For all larger U, including U > 6 eV, the energy remains −0.6 eV: it cannot fall below its value at the crossing, and branch B prevents it from rising. In this model the limit E_0∞ is thus reached at a finite U.

A self-consistent calculation need not switch branches at the crossing. Branch A is a minimum with respect to q because F'' > 0. At c = 1 the derivative of E with respect to c is 2Dq − 2t√[q(1−q)], which is negative for q < ½ and t = D, so admixing b raises the energy. Branch A thus survives as a local minimum beyond the crossing, and at U = 5 eV it lies 0.115 eV above the ground state.

For branch B, take small amplitudes α in a and β in L. To second order,

E = E_B + Dα² − 2tαβ + (½W − ε_b − ½K) β².

This form is positive when D(½W − ε_b − ½K) > t², that is, when W > 2s, or U > 2.8 eV. Between 2.8 eV and the crossing, B is a local minimum above the ground state.

The inequalities of the opening now do their work. Suppose that a scan gives branch A at U = 4 eV and branch B at 5 eV. The energy changes by −0.600 + 0.587 = −0.013 eV, although it may not fall. The point at 4 eV is wrong, and the density matrix from 5 eV is a better start for it. Suppose instead that a scan gives A at 2 eV and B at 3 eV. The rise is 0.220 eV, but at most P1 × 1 eV = 0.120 eV is allowed. Now the point at 3 eV is wrong, and the density matrix from 2 eV improves it. A scan that stays on A throughout violates neither inequality, since that branch is itself concave and rising. The inequalities can expose a missed ground state; they cannot certify one.

When both minima exist, a saddle separates them. For W > 2s, G has a maximum at q = ½ + s/W, while the energy there is a minimum with respect to c. Substitution gives

E_saddle = −t²/D + W/8 + s/2 + s²/(2W),

whose second derivative is s²/W³ > 0. At U = 4 eV this is −1 + 0.25 + 0.20 + 0.04 = −0.51 eV, above both minima. The saddle is a stationary state of the same functional, yet its energy is convex in U.

Branching without a kink occurs in a simpler case. Keep one local orbital and the ligand, both at zero energy, and set K = 0. With local occupation n and z = 2√[n(1−n)], which lies between 0 and 1,

E = −t z + U z²/8.

For U ≤ 4t the minimum is at z = 1, and E = −t + U/8. For U > 4t it is at z = 4t/U, and E = −4t²/U + 2t²/U = −2t²/U. Two states now coexist, n = ½[1 ± √(1−z²)]; for t = 1 eV and U = 6 eV they have n = 0.873 and 0.127. Both have P = z²/8 = 0.056, so the energy has no kink at any U > 4t. At U = 4t the slopes are 1/8 on the left and 2t²/U² = 1/8 on the right. What jumps there is the second derivative, from 0 to −4t²/U³ = −1/(16t).

The sign of the slope belongs to the chosen double counting. The around-mean-field form subtracts the interaction evaluated with the average occupation n̄^σ = Tr n^σ/M of the M local orbitals, ½U[N² − Σ_σ M(n̄^σ)²]. The correction is then

−½U Σ_σ [Tr (n^σ)² − M(n̄^σ)²] = −½U Σ_σ Tr (n^σ − n̄^σ)² ≤ 0.

It is still affine in U, so the minimum is still concave, but it is nonincreasing. In the three-orbital model the correction is −¼Uq², and direct minimization gives −1.063, −1.350 and −2.100 eV at U = 0, 3 and 6 eV.

The proof permits relaxation of the geometry, provided a minimum exists: nuclear positions join γ as trial variables, and the local orbitals may move with the atoms. It does not apply if the local orbitals are held fixed during each minimization and then rebuilt from its result until the two agree, because P is then in general a different functional at each U and the trial-state comparison is lost. It also says nothing about the sign of an energy difference between two phases. Each phase, if defined by a fixed closed set of admissible states, has its own concave curve, and where both are smooth

d(E_I − E_II)/dU = P_I − P_II.

Raising U favours the phase with the smaller penalty, and the difference itself may curve either way.
